# Invariants of one rank-2 or rank-3 tensor from the Molien–Weyl integral: a program that tests the result

```python
"""
Result under test: the polynomial invariants of one rank-l tensor under SO(3).
  l=2: counting series 1/((1-t^2)(1-t^3)), generators of degree 2, 3.
  l=3: (1+t^15)/((1-t^2)(1-t^4)(1-t^6)(1-t^10)), generators 2, 4, 6, 10, 15.
Symbols: t counts the degree; theta is the rotation angle; z = exp(i theta);
Q is a symmetric traceless 3x3 matrix; T is a symmetric traceless rank-3 tensor;
M_ij = T_ikl T_jkl; v_i = T_ijk M_jk; I2 = T.T; I4 = M.M; I6 = v.v;
I10 = T_ijk v_i v_j v_k; I15 = v.(Mv x MMv).  Everything is a pure number.
"""
import random
from itertools import combinations, combinations_with_replacement
import numpy as np
import sympy as sp
from scipy.spatial.transform import Rotation


def closed_form(l, t):
    if l == 2:
        return 1 / ((1 - t**2) * (1 - t**3))
    return (1 + t**15) / ((1 - t**2) * (1 - t**4) * (1 - t**6) * (1 - t**10))


def series_coefficients(l, top):
    """Integer Taylor coefficients of the closed form up to degree top."""
    c = [0] * (top + 1)
    c[0] = 1
    if l == 3 and top >= 15:
        c[15] = 1
    for g in ((2, 3) if l == 2 else (2, 4, 6, 10)):
        for d in range(g, top + 1):
            c[d] += c[d - g]
    return c


def residue_formulas(l, t):
    """Derived residue sums, grouped by poles z=t, z^2=t, z^3=t."""
    if l == 2:
        common = (1 - t) * (1 - t**2) * (1 - t**3)
        return [-t / common, 1 / common]
    r1 = t**3 / ((1-t) * (1-t**2)**2 * (1-t**3) * (1-t**4))
    r2 = -(t + t**2 + t**3 + t**5) / (
        (1-t)**2 * (1-t**2) * (1-t**3) * (1-t**5))
    r3 = (1 + t**2 + 2*t**3 + 2*t**4 + t**5 + 2*t**6) / (
        (1-t) * (1-t**2)**2 * (1-t**4) * (1-t**5))
    return [r1, r2, r3]


def numerical_residues(l, t):
    """Small-circle integrals of the original integrand around each pole."""
    step = 0.05 * np.exp(2j * np.pi * np.arange(128) / 128)
    sums = []
    for k in range(1, l + 1):
        total = 0
        for j in range(k):
            z = t**(1 / k) * np.exp(2j * np.pi * j / k) + step
            f = (1 - z) / z
            for m in range(-l, l + 1):
                f = f / (1 - t * z**m)
            total += np.mean(f * step)
        sums.append(total)
    return np.array(sums)


def euler_average(l, t, n=240):
    """Average of 1/det(1-tD) with the Euler-angle volume element."""
    x, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * np.arange(n) / n
    cos_theta = (x[:, None] + (1 + x[:, None]) * np.cos(phi) - 1) / 2
    theta = np.arccos(np.clip(cos_theta, -1, 1))
    det = (1 - t) * np.ones_like(theta)
    for m in range(1, l + 1):
        det *= 1 - 2 * t * np.cos(m * theta) + t * t
    return np.sum(w / 2 * np.mean(1 / det, axis=1))


def weyl_average(l, t, n=720):
    """Average over the rotation angle with weight (1-cos theta)/(2 pi)."""
    theta = 2 * np.pi * np.arange(n) / n
    det = np.ones(n, dtype=complex)
    for m in range(-l, l + 1):
        det *= 1 - t * np.exp(1j * m * theta)
    return np.mean((1 - np.cos(theta)) / det).real


def count_singlets(l, d):
    """Number of L=0 states of d bosons of spin l, by diagonalizing L-L+."""
    zero, one = [], {}
    for s in combinations_with_replacement(range(-l, l + 1), d):
        weight = sum(s)
        if weight == 0:
            zero.append(s)
        elif weight == 1:
            one[s] = len(one)
    raising = np.zeros((len(one), len(zero)))
    for col, s in enumerate(zero):
        for m in set(s):
            if m == l:
                continue
            n_m, n_up = s.count(m), s.count(m + 1)
            last = s.index(m) + n_m - 1
            new = s[:last] + (m + 1,) + s[last + 1:]
            raising[one[new], col] = np.sqrt(
                (l * (l + 1) - m * (m + 1)) * n_m * (n_up + 1))
    eig = np.linalg.eigvalsh(raising.T @ raising)
    assert np.all((np.abs(eig) < 1e-6) | (eig > 1.99))
    return int(np.sum(eig < 1)), len(zero)


NAMES = ["T122", "T133", "T112", "T233", "T113", "T223", "T123"]
SLOTS = [(0, 1, 1), (0, 2, 2), (0, 0, 1), (1, 2, 2),
         (0, 0, 2), (1, 1, 2), (0, 1, 2)]


def make_tensor(p, dtype=object):
    c = dict(zip(SLOTS, p))
    c[(0, 0, 0)] = -p[0] - p[1]
    c[(1, 1, 1)] = -p[2] - p[3]
    c[(2, 2, 2)] = -p[4] - p[5]
    return np.array([[[c[tuple(sorted((i, j, k)))] for k in range(3)]
                      for j in range(3)] for i in range(3)], dtype=dtype)


def covariants(T):
    M = np.tensordot(T, T, axes=([1, 2], [1, 2]))
    v = np.tensordot(T, M, axes=([1, 2], [0, 1]))
    return M, v


def invariants(T):
    M, v = covariants(T)
    a = M.dot(v)
    b = M.dot(a)
    triple = (v[0] * (a[1]*b[2] - a[2]*b[1]) + v[1] * (a[2]*b[0] - a[0]*b[2])
              + v[2] * (a[0]*b[1] - a[1]*b[0]))
    return [np.sum(T * T), np.sum(M * M), v.dot(v),
            v.dot(T.dot(v).dot(v)), triple]


def rank_mod(rows, prime):
    a = np.array(rows, dtype=np.int64) % prime
    r = 0
    for c in range(a.shape[1]):
        hit = np.nonzero(a[r:, c])[0]
        if len(hit) == 0:
            continue
        k = r + int(hit[0])
        a[[r, k]] = a[[k, r]]
        a[r] = a[r] * pow(int(a[r, c]), -1, prime) % prime
        a[r+1:] = (a[r+1:] - a[r+1:, c:c+1] * a[r]) % prime
        r += 1
        if r == a.shape[0]:
            break
    return r


print("All quantities below are pure numbers (no unit).")

# Counting series: integral, residues and direct diagonalization
ts = sp.symbols("t")
t0 = 0.3
print(f"test value t = {t0}")
for l in (2, 3):
    exact_sum = sum(residue_formulas(l, ts))
    assert sp.cancel(sp.together(exact_sum - closed_form(l, ts))) == 0
    numeric = numerical_residues(l, t0)
    formula = np.array(residue_formulas(l, t0))
    assert np.allclose(numeric, formula, rtol=1e-10, atol=1e-11)
    weyl, euler = weyl_average(l, t0), euler_average(l, t0)
    assert abs(weyl - closed_form(l, t0)) < 1e-10
    assert abs(euler - closed_form(l, t0)) < 1e-9
    print(f"l={l} residue sums (z=t, z^2=t, ...):",
          " ".join(f"{x.real:.8f}" for x in numeric))
    print(f"l={l} angle integral {weyl:.10f}, Euler average {euler:.10f}")
    print(f"l={l} closed form    {closed_form(l, t0):.10f}")
    counted = [count_singlets(l, d) for d in range(1, 16)]
    assert [c[0] for c in counted] == series_coefficients(l, 15)[1:]
    print(f"l={l} invariants, degree 1..15:", [c[0] for c in counted])
    print(f"l={l} size of weight-0 space at degree 15: {counted[-1][1]}")

# Characteristic determinant from actual rotations of tensors
angle = 1.1
axis = np.array([1.0, 2.0, -2.0]) / 3
R = Rotation.from_rotvec(angle * axis).as_matrix()
D3 = np.zeros((7, 7))
for col in range(7):
    E = make_tensor(np.eye(7)[col], float)
    rotated = np.einsum("ai,bj,ck,ijk->abc", R, R, R, E)
    D3[:, col] = [rotated[s] for s in SLOTS]
D2 = np.zeros((5, 5))
slots2 = [(0, 0), (1, 1), (0, 1), (0, 2), (1, 2)]
for col, (i, j) in enumerate(slots2):
    E = np.zeros((3, 3))
    E[i, j] = E[j, i] = 1
    if i == j:
        E[2, 2] = -1
    rotated = R @ E @ R.T
    D2[:, col] = [rotated[s] for s in slots2]
for l, D in ((2, D2), (3, D3)):
    product = np.prod([1 - t0 * np.exp(1j * m * angle)
                       for m in range(-l, l + 1)])
    assert abs(np.linalg.det(np.eye(2*l + 1) - t0 * D) - product) < 1e-12

# Rank-2 example
a, b = sp.symbols("a b")
Qs = sp.diag(a, b, -a - b)
pair = sp.Matrix([(Qs**2).trace(), (Qs**3).trace()])
point = {a: 1, b: 2}
jac2 = pair.jacobian([a, b]).subs(point)
assert jac2.det() != 0
Q = np.diag([1.0, 2.0, -3.0])
Qr = R @ Q @ R.T
for power, value in zip((2, 3), pair.subs(point)):
    assert abs(np.trace(np.linalg.matrix_power(Qr, power)) - value) < 1e-11
print("Q = diag(1,2,-3): I2, I3 =", list(pair.subs(point)))
print("Q Jacobian rows:", jac2.tolist(), "determinant:", jac2.det())

# Rank-3 example: covariants, invariants and exact gradients
params = [1, 0, 0, 1, 0, 0, 1]
T = make_tensor(params)
M, v = covariants(T)
values = invariants(T)
Mv = M.dot(v)
assert values[4] != 0
print("independent components:", dict(zip(NAMES, params)))
for i in range(3):
    print(f"slice T_{i+1}jk:", T[i].tolist())
print("M =", M.tolist())
print("v =", v.tolist(), " Mv =", Mv.tolist(), " MMv =", M.dot(Mv).tolist())
print("I2, I4, I6, I10, I15 =", values)
MT = np.tensordot(M, T, axes=(1, 0))
Tvv = T.dot(v).dot(v)
print("T_ijk v_j v_k =", Tvv.tolist())
gradient = [[], [], [], []]
for col in range(7):
    unit = [int(col == k) for k in range(7)]
    E = make_tensor(unit)
    TE = np.tensordot(T, E, axes=([1, 2], [1, 2]))
    dv = (np.tensordot(E, M, axes=([1, 2], [0, 1]))
          + 2 * np.tensordot(T, TE, axes=([1, 2], [0, 1])))
    column = [2 * np.sum(T * E), 4 * np.sum(MT * E), 2 * v.dot(dv),
              v.dot(E.dot(v).dot(v)) + 3 * Tvv.dot(dv)]
    shifted = make_tensor(np.array(params) + 1e-30j * np.array(unit), complex)
    check = [x.imag / 1e-30 for x in invariants(shifted)[:4]]
    assert np.allclose(check, np.array(column, float), rtol=1e-11, atol=1e-8)
    for row, entry in zip(gradient, column):
        row.append(int(entry))
    print(f"dv/d{NAMES[col]} =", dv.tolist())
for name, row in zip(("I2", "I4", "I6", "I10"), gradient):
    print(f"gradient of {name}:", row)
minor = 0
for cols in combinations(range(7), 4):
    minor = sp.Matrix([[row[c] for c in cols] for row in gradient]).det()
    if minor != 0:
        break
assert minor != 0
print("nonzero minor, columns", [NAMES[c] for c in cols], ":", minor)

# Rotation, inversion and mirror behaviour
Tf = T.astype(float)
Tr = np.einsum("ai,bj,ck,ijk->abc", R, R, R, Tf)
assert np.allclose(invariants(Tr), np.array(values, float), rtol=1e-10)
inverted = np.einsum("ai,bj,ck,ijk->abc", -R, -R, -R, Tf)
flipped = np.array(values[:4] + [-values[4]], float)
assert np.allclose(invariants(inverted), flipped, rtol=1e-10)
print("invariants of -T:", invariants(-T))
mirror_params = [1, 2, 0, 0, 3, -1, 0]
mirror_values = invariants(make_tensor(mirror_params))
assert mirror_values[4] == 0 and mirror_values[2] != 0
print("mirror-symmetric tensor, components:", mirror_params)
print("its I2, I4, I6, I10, I15:", mirror_values)

# The square of I15 is a polynomial in the four even invariants
prime = 2**31 - 1
powers = [(i, j, k, m) for m in range(4) for k in range(6)
          for j in range(8) for i in range(16)
          if 2*i + 4*j + 6*k + 10*m == 30]
assert len(powers) == series_coefficients(3, 30)[30]
rng = random.Random(7)
rows = []
for _ in range(len(powers) + 25):
    sample = make_tensor([rng.randint(-5000, 5000) for _ in range(7)])
    inv = [int(x) % prime for x in invariants(sample)]
    row = []
    for exps in powers:
        term = 1
        for base, e in zip(inv, exps):
            term = term * pow(base, e, prime) % prime
        row.append(term)
    rows.append(row + [inv[4]**2 % prime])
rank_even = rank_mod([row[:-1] for row in rows], prime)
rank_all = rank_mod(rows, prime)
assert rank_even == len(powers) and rank_all == rank_even
print("degree-30 monomials in I2, I4, I6, I10:", len(powers))
print("sample tensors used:", len(rows))
print("rank without and with I15 squared:", rank_even, rank_all)
print("all good")
```

Printed output:

```
All quantities below are pure numbers (no unit).
test value t = 0.3
l=2 residue sums (z=t, z^2=t, ...): -0.48402632 1.61342108
l=2 angle integral 1.1293947573, Euler average 1.1293947573
l=2 closed form    1.1293947573
l=2 invariants, degree 1..15: [0, 1, 1, 1, 1, 2, 1, 2, 2, 2, 2, 3, 2, 3, 3]
l=2 size of weight-0 space at degree 15: 150
l=3 residue sums (z=t, z^2=t, ...): 0.04826165 -0.96909376 2.02952178
l=3 angle integral 1.1086896781, Euler average 1.1086896781
l=3 closed form    1.1086896781
l=3 invariants, degree 1..15: [0, 1, 0, 2, 0, 3, 0, 4, 0, 6, 0, 8, 0, 10, 1]
l=3 size of weight-0 space at degree 15: 1636
Q = diag(1,2,-3): I2, I3 = [14, -18]
Q Jacobian rows: [[8, 10], [-24, -15]] determinant: 120
independent components: {'T122': 1, 'T133': 0, 'T112': 0, 'T233': 1, 'T113': 0, 'T223': 0, 'T123': 1}
slice T_1jk: [[-1, 0, 0], [0, 1, 1], [0, 1, 0]]
slice T_2jk: [[0, 1, 1], [1, -1, 0], [1, 0, 1]]
slice T_3jk: [[0, 1, 0], [1, 0, 1], [0, 1, 0]]
M = [[4, -1, 2], [-1, 6, 2], [2, 2, 4]]
v = [6, 0, 2]  Mv = [28, -2, 20]  MMv = [154, 0, 132]
I2, I4, I6, I10, I15 = [14, 86, 40, -216, -968]
T_ijk v_j v_k = [-36, 28, 0]
dv/dT122 = [6, -8, 2]
dv/dT133 = [2, 2, 10]
dv/dT112 = [0, 0, 0]
dv/dT233 = [4, 0, 2]
dv/dT113 = [2, 2, 2]
dv/dT223 = [0, 10, 6]
dv/dT123 = [8, 8, 2]
gradient of I2: [8, 2, 2, 8, 0, 0, 12]
gradient of I4: [100, 28, 40, 100, -24, 0, 144]
gradient of I6: [80, 64, 0, 56, 32, 24, 104]
gradient of I10: [-1536, -192, 0, -432, 160, 832, -192]
nonzero minor, columns ['T122', 'T133', 'T112', 'T233'] : -6690816
invariants of -T: [14, 86, 40, -216, 968]
mirror-symmetric tensor, components: [1, 2, 0, 0, 3, -1, 0]
its I2, I4, I6, I10, I15: [58, 1532, 5200, 1240000, 0]
degree-30 monomials in I2, I4, I6, I10: 47
sample tensors used: 72
rank without and with I15 squared: 47 47
all good
```
